# Location and Berry phase of a cavity-induced conical intersection in a diatomic

**Question.** I have a diatomic with a ground and an excited electronic state, placed in a cavity with one linearly polarized mode. A free diatomic has a single internal coordinate, so by the non-crossing rule two states of the same symmetry should not cross. Yet the two polariton surfaces are said to have a conical intersection once the molecule can rotate. Where is it, what Berry phase does it carry, and how do I compute that without getting lost in eigenvector signs? I also suspect it is an artifact of keeping two states in the rotating-wave approximation. And if the molecule simply tumbles end over end, does it pick the phase up?

**Answer.** The polarization is a fixed direction in the laboratory, so the angle between it and the molecular axis enters the clamped-nuclei Hamiltonian as a second coordinate. Two coordinates can meet the two conditions that a degeneracy of a real $2\times2$ matrix requires.

## Model and location

Take two $\Sigma^+$ states $g,e$ of a neutral molecule, with potentials $V_g(R)$, $V_e(R)$, no spin, and a lossless mode of energy $\hbar\omega$, volume $V$ and polarization $\hat z$. Its vacuum field is $E_0=\sqrt{\hbar\omega/2\varepsilon_0V}$. Both states are invariant under rotation about the axis $\hat n$, so the transition dipole is $d(R)\,\hat n$, and its projection on $\hat z$ is $d\cos\theta$. The coupling is $E_0\mu_z(a+a^\dagger)$; its overall sign is removed by $a\to-a$. Let $g(R)=d(R)E_0$ and $\Delta(R)=V_e-V_g-\hbar\omega$. For $g,|\Delta|\ll\hbar\omega$ the rotating-wave approximation (RWA) keeps the near-resonant pair $|g,1\rangle,|e,0\rangle$, coupled by $\langle g,1|E_0\mu_za^\dagger|e,0\rangle=g\cos\theta$. Splitting off the mean $\bar V=(V_g+\hbar\omega+V_e)/2$,

$$H=\bar V+\tfrac12\begin{pmatrix}-\Delta&Y\\Y&\Delta\end{pmatrix},\qquad Y=2g\cos\theta .$$

The matrix is traceless and its square is $(\Delta^2+Y^2)$ times the unit matrix, so $E_\pm=\bar V\pm\rho/2$ with $\rho=\sqrt{\Delta^2+4g^2\cos^2\theta}$. A sum of squares vanishes only if both terms do. Where $d\neq0$, the surfaces therefore touch only at

$$\Delta(R_0)=0,\qquad\theta=\pi/2 .$$

$H$ does not depend on the azimuth $\varphi$, so in the three-dimensional space of $\mathbf R=R\hat n$ the degeneracy is a ring of radius $R_0$ in the plane $z=0$, one ring for each root of $\Delta$. The ring at $\theta=\pi/2$ comes from the parallel dipole. A $\Sigma$–$\Pi$ dipole is perpendicular to $\hat n$ and projects as $\sin\theta$, which is largest at $\pi/2$ and vanishes at $\theta=0,\pi$. The degeneracy then sits on the polarization axis, where both $\Pi$ components take part; that case is not treated here.

Put $x=R-R_0$, $\vartheta=\theta-\pi/2$, $F=\Delta'(R_0)$, $g_0=g(R_0)$. Since $\cos\theta=-\sin\vartheta$, to first order $\Delta=Fx$ and $Y=-2g_0\vartheta$ (the term $g'x\vartheta$ is second order), and

$$\rho\approx\sqrt{F^2x^2+4g_0^2\vartheta^2}.$$

For $F\ne0$ the gap opens linearly in every direction of the $(R,\theta)$ plane, which makes it a cone. A tilt $\vartheta$ is a displacement $R_0\vartheta$, so the transverse slope per length is $2g_0/R_0$. On the line $\vartheta=0$ the two levels are $V_g+\hbar\omega$ and $V_e$; if $V_g'V_e'>0$ both sheets run downhill the same way and the cone is sloped.

## Eigenvectors and winding

Write $\Delta=\rho\cos\chi$, $Y=\rho\sin\chi$, and abbreviate $c=\cos(\chi/2)$, $s=\sin(\chi/2)$. Then

$$|-\rangle=(c,-s),\qquad|+\rangle=(s,c).$$

Acting on $|-\rangle$ with the matrix divided by $\rho$, the first row gives $-\cos\chi\,c-\sin\chi\,s=-\cos(\chi-\chi/2)=-c$ and the second $\sin\chi\,c-\cos\chi\,s=\sin(\chi-\chi/2)=s$, which is $-1$ times $(c,-s)$. The vector $|+\rangle$ is orthogonal to it and so has eigenvalue $+1$.

The basis states depend on $\mathbf R$ too, but add nothing. The cross term $\langle g|\nabla e\rangle\langle1|0\rangle$ vanishes by the photon overlap. The diagonal terms $\langle g|\nabla g\rangle=\frac12\nabla\langle g|g\rangle$ vanish for real normalized functions. A nondegenerate $\Sigma$ state is fixed by $R$ and $\hat n$ up to a sign, and the sign can be chosen continuously because a spherical shell is simply connected.

Differentiating, $d|+\rangle=(c,-s)\,d\chi/2=|-\rangle\,d\chi/2$ and $d|-\rangle=-|+\rangle\,d\chi/2$. The derivative coupling is $\tau=\langle-|\nabla|+\rangle=\nabla\chi/2$. From $\tan\chi=Y/\Delta$ follows $d\chi/\cos^2\chi=(\Delta\,dY-Y\,d\Delta)/\Delta^2$, and $\cos^2\chi=\Delta^2/\rho^2$ turns this into $d\chi=(\Delta\,dY-Y\,d\Delta)/\rho^2$. With $\partial_RY=2g'\cos\theta$ and $\partial_\theta Y=-2g\sin\theta$,

$$\tau_R=\frac{\cos\theta\,(\Delta g'-g\Delta')}{\rho^2},\qquad\tau_\theta=-\frac{\Delta\,g\sin\theta}{\rho^2}.$$

The numerators are first order in the distance from the intersection and $\rho^2$ is second order, so $\tau$ diverges as the inverse distance.

Go counterclockwise in the $(R,\theta)$ plane on a small ellipse $x=a\cos t$, $\vartheta=b\sin t$. Then $\Delta=Fa\cos t$, $Y=-2g_0b\sin t$, and

$$\rho^2\frac{d\chi}{dt}=(Fa\cos t)(-2g_0b\cos t)-(-2g_0b\sin t)(-Fa\sin t)=-2Fg_0ab .$$

The point $(\Delta,Y)$ goes once round an ellipse about the origin, in the sense given by this sign, so $\chi$ changes by $2\pi w$ with $w=-\operatorname{sign}(Fg_0)$, and $\oint\tau\cdot d\ell=\pi w$. Where $\rho\neq0$ the angle $\chi$ is locally smooth, so $\nabla\chi$ has no curl, and the loop may be deformed freely as long as it crosses no degeneracy. For a large loop $w$ is the sum over the enclosed points.

## The Berry phase

Under $\chi\to\chi+2\pi w$ the half-angle moves by $\pi w$, so $c,s$ and both eigenvectors are multiplied by $(-1)^w$. The formula $\gamma=i\oint\langle u|du\rangle$ needs a single-valued $u$. Take $u=e^{i\chi/2}|\pm\rangle$, whose prefactor also picks up $(-1)^w$. Then $\langle u|du\rangle=i\,d\chi/2+\langle\pm|d\pm\rangle=i\,d\chi/2$, and

$$\gamma_\pm=i\cdot i\cdot\frac{2\pi w}{2}=-\pi w\equiv\pi\pmod{2\pi}\quad\text{for }w=\pm1 .$$

The choice $e^{-i\chi/2}$ gives $+\pi w$, which differs by $2\pi w$; the sign of $w$ shows in $\oint\tau$ but not in $\gamma$. Numerically, arbitrary eigenvector phases cancel in the Wilson loop $\gamma=-\arg\prod_k\langle u_k|u_{k+1}\rangle$ over a closed chain of points, since each $u_k$ appears once as a bra and once as a ket.

A loop in three dimensions projects onto a loop in $(R,\theta)$, so the phase counts how often it winds around each ring. For linear polarization, tumbling at fixed $R\neq R_0$ gives no phase: $\Delta$ keeps its sign, $(\Delta,Y)$ stays in a half-plane, and $w=0$. Encircling needs the bond to stretch through resonance while the axis is on one side of the plane $z=0$ and to return while it is on the other.

The value $\pi$ does not depend on the size of $g_0$. As $g_0\to0$, however, the gap $2g|\cos\theta|$ where the loop passes $R_0$ closes, and following a sheet adiabatically takes ever slower motion. Two neighbouring simple roots of $\Delta$ have opposite $F$, hence opposite $w$ if $d$ keeps its sign. If $\hbar\omega$ is tuned so that they merge, $F=0$, the gap is quadratic in $x$, and a loop around the merged point has $w=0$.

## Worked example

Take round model parameters and $V=T+D(1-e^{-a(R-R_e)})^2$: for $g$, $T=0$, $D=1$ eV, $a=1$ Å$^{-1}$, $R_e=3$ Å; for $e$, $T=2$ eV, $D=1$ eV, $a=0.8$ Å$^{-1}$, $R_e=3.5$ Å. Let $\hbar\omega=1.8$ eV, $V=100$ nm$^3$, and $d=5[1+0.1(R-3)]$ D with $R$ in Å. The field is

$$E_0=\sqrt{\frac{2.884\times10^{-19}\ \text{J}}{2(8.854\times10^{-12}\ \text{F/m})(10^{-25}\ \text{m}^3)}}=4.04\times10^8\ \text{V/m},$$

or $8.4018$ meV per debye. Bracketed root finding between 2.5 and 8 Å gives two roots, $R_1=3.60618$ Å ($6.815$ bohr) and $R_2=5.55250$ Å ($10.493$ bohr). At $R_1$, $e^{-0.60618}=0.54543$, so $V_g+\hbar\omega=0.45457^2+1.8=2.00663$ eV; and $e^{-0.8\times0.10618}=0.91856$, so $V_e=2+0.08144^2=2.00663$ eV. With $V'=2Da(1-e^{-a(R-R_e)})e^{-a(R-R_e)}$, $V_g'=2(0.45457)(0.54543)=0.4959$ and $V_e'=1.6(0.08144)(0.91856)=0.1197$ eV/Å, so $F=-0.3762$ eV/Å. Further $d=5.3031$ D and $g_0=8.4018\times5.3031=44.56$ meV. The same steps at $R_2$ give the second row.

| ring | $V_g'$, $V_e'$ (eV/Å) | $F$ (eV/Å) | $2g_0$ (meV) | $2g_0/R_0$ (eV/Å) | $w$ |
|---|---|---|---|---|---|
| $R_1$ | 0.4959, 0.1197 | $-0.3762$ | 89.1 | 0.0247 | $+1$ |
| $R_2$ | 0.1436, 0.2498 | $+0.1061$ | 105.5 | 0.0190 | $-1$ |

The splittings $2g_0$ are $719$ and $851$ cm$^{-1}$. Both cones are sloped, and the inner one is anisotropic by $0.3762/0.0247\approx15$. At $R_1+0.02$ Å, $\theta=\pi/2+0.1$: $\Delta=-7.348$ meV, $g=8.4018\times5.3131=44.64$ meV, $Y=-2(44.64)(0.09983)=-8.913$ meV, $\rho=11.552$ meV, so $\tau_\theta=7.348\times44.64\times0.9950/11.552^2=2.446$ rad$^{-1}$. The other formula, with $\Delta'$ from the Morse slopes at that point, gives $\tau_R=-11.96$ Å$^{-1}$.

Summing $\arcsin\langle-_k|+_{k+1}\rangle=(\chi_{k+1}-\chi_k)/2$ over numerically diagonalized, sign-aligned eigenvectors gives $+\pi$ around $R_1$ and $-\pi$ around $R_2$, with the vector returning as its negative. Wilson loops with randomized phases give $|\gamma|=\pi$ on both sheets for one turn around either ring, and $0$ for two turns, for a loop around both rings or neither, and for rigid turns at $R_1\pm0.1$ Å.

## Beyond two states and the RWA

Add a $\Pi$ state, permanent dipoles, counter-rotating terms and the dipole self-energy. The Pauli–Fierz Hamiltonian in the dipole approximation, $H_{el}+\hbar\omega a^\dagger a+\sqrt{\hbar\omega/2}\,\lambda\mu_z(a+a^\dagger)+\frac12\lambda^2\mu_z^2$ with $\lambda^2=1/\varepsilon_0V$, has $E_0=\sqrt{\hbar\omega/2}\,\lambda$ and so $\frac12\lambda^2=E_0^2/\hbar\omega$. Of the $\Pi$ pair, the component $p$ lying in the plane of $\hat n$ and $\hat z$ couples; the other is odd under reflection in that plane and decouples. In the basis $(g,e,p)$, with $\mu_z^2$ taken as the matrix square inside this space,

$$H=H_{el}+\hbar\omega a^\dagger a+E_0D(a+a^\dagger)+\frac{E_0^2D^2}{\hbar\omega},\quad D=\begin{pmatrix}\mu_g\cos\theta&d\cos\theta&m_g\sin\theta\\ d\cos\theta&\mu_e\cos\theta&m_e\sin\theta\\ m_g\sin\theta&m_e\sin\theta&\mu_p\cos\theta\end{pmatrix}.$$

Let $P=\mathrm{diag}(1,1,-1)$. It flips the $\sin\theta$ entries, so $-PD(\theta)P$ has the $\cos\theta$ entries flipped, which is $D(\pi-\theta)$. Photon parity $(-1)^n$ sends $a+a^\dagger$ to its negative. For $S=P\,(-1)^n$, the mirror $z\to-z$ acting on electrons and field, the linear term becomes $E_0D(\pi-\theta)(a+a^\dagger)$ and $D^2$ becomes $D(\pi-\theta)^2$, so $SH(R,\theta)S=H(R,\pi-\theta)$. At $\theta=\pi/2$, $S$ commutes with $H$. There $|g,1\rangle$ is odd and $|e,0\rangle$ is even, the levels grown from them lie in different blocks, and since they cross with slope $F\ne0$ at $E_0=0$, continuity keeps a crossing for small $E_0$.

The phase follows from $S$ as well. $H$ is real. Take a mirror-symmetric loop that cuts $\theta=\pi/2$ at two points $A$ and $B$, one on each side of the crossing, and along which the level is nondegenerate. Carry the real eigenvector continuously from $u_A$ to $u_B$ along one half. Then $Su$ is a continuous eigenvector on the mirror half, running from $p_Au_A$ to $p_Bu_B$, with $p=\pm1$ the parities. Returning along that half from $u_B$ means following $p_BSu$, which ends at $p_Ap_Bu_A$. The lower level changes parity at the crossing, so $p_Ap_B=-1$ and $\gamma=\pi$.

The position in $R$ does move. At $\theta=\pi/2$, $D$ links only $\Sigma$ with $p$. Let $W_k=V_p-V_k$. To order $E_0^2$, $|g,1\rangle$ gains the self-energy $E_0^2m_g^2/\hbar\omega$, couples to $|p,0\rangle$ with element $E_0m_g$ and denominator $(V_g+\hbar\omega)-V_p=-(W_g-\hbar\omega)$, and to $|p,2\rangle$ with $\sqrt2E_0m_g$ and denominator $-(W_g+\hbar\omega)$. The state $|e,0\rangle$ gains $E_0^2m_e^2/\hbar\omega$ and couples to $|p,1\rangle$ with $E_0m_e$ and denominator $-(W_e+\hbar\omega)$:

$$s_g=E_0^2m_g^2\Big[\frac1{\hbar\omega}-\frac1{W_g-\hbar\omega}-\frac2{W_g+\hbar\omega}\Big],\qquad s_e=E_0^2m_e^2\Big[\frac1{\hbar\omega}-\frac1{W_e+\hbar\omega}\Big].$$

The crossing condition $F\,\delta R+s_e-s_g=0$ gives $\delta R=-(s_e-s_g)/F$. Energies are even in $E_0$ (by $a\to-a$), so the correction is of order $E_0^4$. Take $W_g=5$ eV, so that $W_e=W_g-\hbar\omega=3.2$ eV at $R_1$, with $m_g=3$ D, $m_e=2$ D and permanent dipoles $1,-2,0.5$ D. Then $s_g=(0.025205)^2[0.55556-0.31250-0.29412]$ eV $=-0.03244$ meV, $s_e=(0.016804)^2[0.55556-0.2]$ eV $=0.10039$ meV, and $\delta R=0.13283\times10^{-3}/0.37619=3.531\times10^{-4}$ Å. Minimizing the squared gap over $(R,\theta)$, with $H$ diagonalized on seven photon states, gives $\theta=\pi/2$ and $\delta R=3.532\times10^{-4}$ Å, $0.03\%$ above the formula value; halving $E_0$ shrinks the difference by $16.0$, as an $E_0^4$ term does. The lower-polariton parities at $R_1\mp0.15$ Å are $-1$ and $+1$, and the Wilson loop gives $\pi$.

## Breaking the mirror or the reality of $H$

A static field term $+F_sD$ has no photon operator to absorb the sign, so $S$ is lost, but $H$ stays real. The phase on a fixed loop is then $0$ or $\pi$ and continuous in $F_s$ while the gap on the loop stays open, so it remains $\pi$. A loop enclosing no degeneracy could be shrunk to a point with phase $0$, so the intersection is still inside. Near $\theta=\pi/2$ two second-order paths join the pair at energy $V_g+\hbar\omega$: through $|p,1\rangle$, with product $F_sm_g\cdot E_0m_e$ and denominator $-W_g$, and through $|p,0\rangle$, with $E_0m_g\cdot F_sm_e$ and denominator $-(W_g-\hbar\omega)$. Setting their sum plus $E_0d\cos\theta$ to zero, at leading order

$$\cos\theta^*=\frac{F_sm_gm_e}{d}\Big[\frac1{W_g}+\frac1{W_g-\hbar\omega}\Big].$$

For $10^8$ V/m (a model value, some 30 times the breakdown field of air), which is $2.0819$ meV/D, this is $2.0819\times10^{-3}\times6\times0.5125/5.3031=1.2072\times10^{-3}$. Gap minimization gives $1.2074\times10^{-3}$, and the Wilson loop gives $\pi$.

Elliptical polarization $(\hat z+i\eta\hat x)/\sqrt{1+\eta^2}$ does remove the quantization. In the RWA the coupling becomes $\tilde g(\cos\theta\pm i\eta\sin\theta\cos\varphi)$, $\tilde g=g/\sqrt{1+\eta^2}$, the sign depending on helicity. On the ring the gap is $|m|$ with $m=\pm2\tilde g\eta\cos\varphi$, so degeneracy remains only at $\hat n=\pm\hat y$. On a small loop at fixed $\varphi$ and constant $\rho$, $m$ is constant at leading order and adds $\frac m2K$, $K=\begin{pmatrix}0&i\\-i&0\end{pmatrix}$. Since $K|+\rangle=(ic,-is)=i|-\rangle$, the traceless matrix in the basis $(|-\rangle,|+\rangle)$ is $\frac12\begin{pmatrix}-\rho&im\\-im&\rho\end{pmatrix}$, independent of $\chi$. With $\rho=\Omega\cos\beta$, $m=\Omega\sin\beta$, the lower state is $u=\alpha_-|-\rangle+\alpha_+|+\rangle$ with $\alpha_-=\cos\frac\beta2$, $\alpha_+=i\sin\frac\beta2$: the first row gives $-\rho\cos\frac\beta2-m\sin\frac\beta2=-\Omega\alpha_-$, the second $i(\rho\sin\frac\beta2-m\cos\frac\beta2)=-\Omega\alpha_+$. The derivatives of $|\pm\rangle$ give $\langle u|du\rangle=(\alpha_-^*\alpha_+-\alpha_+^*\alpha_-)\,d\chi/2=i\sin\beta\,d\chi/2$. Adding $i\,d\chi/2$ from the factor $e^{i\chi/2}$ yields $\gamma=-\pi w(1+\sin\beta)$. Reduced to $[-\pi,\pi]$,

$$|\gamma|=\pi\Big(1-\frac{|m|}{\sqrt{\rho^2+m^2}}\Big).$$

For $\eta=0.02$, $\varphi=0$, $\rho=2$ meV at $R_1$: $m=1.7819$ meV and $|\gamma|/\pi=1-1.7819/2.6786=0.335$. At $\varphi=1$ rad, $m=0.9627$ meV and the value is $0.566$; for $\eta=0.002$, $\varphi=0$, $m=0.1782$ meV and it is $0.911$. Wilson loops give the same three values. The phase tends to $\pi$ for $\rho\gg|m|$. Tumbling is no longer free of phase either: a full turn in the $xz$ plane winds the phase of the coupling by $2\pi$, and for $\eta=0.02$ the lower sheet acquires $|\gamma|/\pi=0.022$ at $R_1-0.1$ Å, $0.030$ at $R_1+0.1$ Å and $0.28$ at $R_1+0.01$ Å.

## What the quantum rotor shows

Write $\Psi=\psi_g|g,1\rangle+\psi_e|e,0\rangle$ in the RWA with linear polarization. The nuclear kinetic energy is invariant under $\theta\to\pi-\theta$. That reflection flips $\cos\theta$, and $\mathrm{diag}(-1,1)$ flips the off-diagonal element back, so their product commutes with the total Hamiltonian. In a nondegenerate eigenstate of given $M$, $\psi_g$ and $\psi_e$ thus have opposite reflection parity and one of them vanishes on $\theta=\pi/2$. For $M=0$ the reflection parity is $(-1)^J$, so $J$ is odd in one amplitude and even in the other. The coupling itself links only $J$ and $J\pm1$: the recurrence $(2J+1)xP_J=(J+1)P_{J+1}+JP_{J-1}$, with normalized functions $\sqrt{J+1/2}\,P_J$ and $\int P_J^2dx=2/(2J+1)$, gives

$$\langle J+1|\cos\theta|J\rangle=\frac{J+1}{2J+1}\sqrt{\frac{2J+1}{2J+3}}=\frac{J+1}{\sqrt{(2J+1)(2J+3)}} .$$

On $\theta=\pi/2$ the lower sheet is $|g,1\rangle$ where $\Delta>0$ and $|e,0\rangle$ where $\Delta<0$. The lower-sheet amplitude $\langle-|\Psi\rangle$ is therefore forced to vanish on one side of $R_0$ and is not forced to on the other. This node ends on the intersection, and the amplitude changes sign across it, which compensates the sign change of $|-\rangle$ around the ring. With the two rings of the worked example, the node at $\theta=\pi/2$ lies either between $R_1$ and $R_2$ or on both sides outside them. This refers to the range 2.5–8 Å; the model curves have a third root of $\Delta$ at $0.99$ Å, $44$ eV up the repulsive wall, which plays no part at these energies.

A rigid rotor illustrates the parity, though it cannot encircle the ring. With reduced mass $10$ u at $R_1-0.02$ Å, $B=\hbar^2/2\mu R^2=0.01625$ meV and $\Delta=7.702$ meV. For $M=0$ the Hamiltonian splits into two blocks: odd $J$ in $\psi_g$ with even $J$ in $\psi_e$ (node in $\psi_g$), and the reverse (node in $\psi_e$). With $J\le80$ the lowest 80 levels divide 40 and 40 between the blocks. Diagonalizing the full matrix and keeping only those of the second to eightieth levels that lie more than $10^{-5}$ eV from both neighbours, 24 have the node in $\psi_g$ and 24 have it in $\psi_e$. That count depends on the cut chosen.

All of this is for a Hermitian $H$; cavity loss is outside the treatment. That limit matters for the numbers used. At $1.8$ eV, $(\lambda/2)^3=4\times10^7$ nm$^3$, so $V=100$ nm$^3$ is far below the diffraction limit and corresponds to a plasmonic gap mode. At $Q=20$ the linewidth $\hbar\omega/Q=90$ meV equals the splitting $2g_0=89$ meV, and resolving levels to $10^{-5}$ eV would need $Q\sim2\times10^5$. At $V=(\lambda/2)^3$ the same molecule has $2g_0=0.14$ meV. The worked values illustrate the geometry of the intersection and do not describe a realizable lossless cavity.
